# Spin-orbit Kleinman-Bylander projectors in real harmonics: construction, symmetries and faults

In a model zincblende crystal with spin-orbit coupled separable pseudopotentials, the eight lowest levels at $\mathbf k=(0.3,0.2,0.1)\,2\pi/a$ come in pairs split by 1.5, 6.4, 5.4 and 1.8 meV. With the two atoms made identical, the largest pair splitting at the same $\mathbf k$ is $5\times10^{-13}$ eV, which is rounding noise. Both Hamiltonians are Hermitian and even under time reversal, so an implementer who expects Kramers pairs at every $\mathbf k$ would hunt for a fault that is absent. The converse also occurs: transposing two orbital indices keeps Hermiticity, time reversal and the Kramers pairs, yet puts the fourfold p level of the model atom below the twofold one.

## Input and conventions

The algebra is in Hartree atomic units. The input is a local potential $V_{\rm loc}(r)$ and real semilocal corrections $\delta V_{lj}(r)$ for $j=l\pm\frac12$, each with a real, normalized, reduced radial state $\phi_{lj}$ of energy $\varepsilon_{lj}$ in $V_{\rm loc}+\delta V_{lj}$. There is one projector per $(l,j)$ and no magnetic term. Norm conservation enters through the making of $\delta V_{lj}$ and is not used below. The $Y_{l\mu}$ carry the Condon-Shortley phase, $Y_{l\mu}^*=(-1)^\mu Y_{l,-\mu}$, spinors are written $(\uparrow,\downarrow)$, and $X\equiv\mathbf L\cdot\boldsymbol\sigma=2\,\mathbf L\cdot\mathbf S$.

## Spinor harmonics

With $L_\pm=L_x\pm iL_y$, the Pauli matrices give
$$X=\begin{pmatrix}L_z&L_-\\L_+&-L_z\end{pmatrix}.$$
This operator conserves $J_z$, so it acts within the pair $Y_{l,m_j-1/2}\!\uparrow$, $Y_{l,m_j+1/2}\!\downarrow$. The ladder element between them is $w=\sqrt{l(l+1)-(m_j-\frac12)(m_j+\frac12)}=\sqrt{(l+\frac12)^2-m_j^2}$, and the matrix is
$$\begin{pmatrix}m_j-\frac12&w\\w&-m_j-\frac12\end{pmatrix}.$$
Its trace is $-1$ and its determinant is $-(m_j^2-\frac14)-w^2=-l(l+1)$, so the eigenvalues are $l$ and $-(l+1)$. Since $J^2=l(l+1)+\frac34+X$, they give $(l+\frac12)(l+\frac32)$ and $(l-\frac12)(l+\frac12)$, that is $j=l+\frac12$ and $j=l-\frac12$. For the eigenvalue $l$ the first row reads $(m_j-\frac12)p+wq=lp$, so $q/p=(l+\frac12-m_j)/w$, and normalization gives
$$p=\sqrt{\frac{l+\frac12+m_j}{2l+1}},\qquad q=\sqrt{\frac{l+\frac12-m_j}{2l+1}}.$$
The other eigenvector is orthogonal to $(p,q)$. With the Clebsch-Gordan sign for orbit coupled before spin,
$$\Omega_{l,l+\frac12,m_j}=\big(pY_{l,m_j-\frac12},\,qY_{l,m_j+\frac12}\big),\qquad\Omega_{l,l-\frac12,m_j}=\big(-qY_{l,m_j-\frac12},\,pY_{l,m_j+\frac12}\big).$$
For $m_j=\pm(l+\frac12)$ one coefficient vanishes and the state belongs to $j=l+\frac12$ alone. The two coefficients of a given $\Omega$ are called $a_\uparrow,a_\downarrow$, and they are real.

## The separable operator

Set $\chi_{lj}=\delta V_{lj}\phi_{lj}$, $\beta_{lj}=\chi_{lj}/\|\chi_{lj}\|$ and $E_{lj}=\langle\chi|\chi\rangle/\langle\phi|\chi\rangle$. The Kleinman-Bylander operator is
$$V_{\rm NL}=\sum_{lj}\sum_{m_j}|\beta_{lj}\Omega_{ljm_j}\rangle E_{lj}\langle\beta_{lj}\Omega_{ljm_j}|,$$
where $|\beta\,\Omega\rangle$ is the function $\beta(r)\Omega(\hat{\mathbf r})/r$. On the reference state the orthonormality of the $\Omega$ leaves one term, with radial part
$$\beta\,E\,\langle\beta|\phi\rangle=\frac{\chi}{\|\chi\|}\,\frac{\|\chi\|^2}{\langle\phi|\chi\rangle}\,\frac{\langle\chi|\phi\rangle}{\|\chi\|}=\chi=\delta V\phi,$$
so $\varepsilon_{lj}$ remains an eigenvalue with multiplicity $2j+1$. On other states the separable and semilocal operators need not agree.

## Real harmonics and spin blocks

Real harmonics are $R_{lm}=\sum_\mu U_{m\mu}Y_{l\mu}$ with $R_{l0}=Y_{l0}$ and, for $m>0$,
$$R_{lm}=\frac{(-1)^mY_{lm}+Y_{l,-m}}{\sqrt2},\qquad R_{l,-m}=\frac{i\,[Y_{l,-m}-(-1)^mY_{lm}]}{\sqrt2},$$
which are $\sqrt2(-1)^m$ times the real and imaginary parts of $Y_{lm}$. For $l=1$, $m=1,-1,0$ gives $x,y,z$. The bra is antilinear, so $\langle R_{lm}|Y_{l\mu}\rangle=U^*_{m\mu}$. Inserting $\sum_{\sigma m}|R_{lm}\sigma\rangle\langle R_{lm}\sigma|$ on both sides, with $\sigma=\pm\frac12$,
$$V_{\rm NL}=\sum_{lj}\sum_{\sigma m,\sigma'm'}|\beta_{lj}R_{lm}\sigma\rangle\,E_{lj}\,[P_{lj}]^{\sigma\sigma'}_{mm'}\,\langle\beta_{lj}R_{lm'}\sigma'|,$$
$$P_{lj}=CC^\dagger,\qquad C_{(\sigma m),m_j}=U^*_{m,\,m_j-\sigma}\,a_\sigma .$$
The matrix $P_{lj}$ projects on one eigenspace of $X$, and $X$ has two eigenvalues. The function linear in $X$ that equals 1 at $X=l$ and 0 at $X=-(l+1)$, and its complement, are
$$P_{l,l+\frac12}=\frac{l+1+X}{2l+1},\qquad P_{l,l-\frac12}=\frac{l-X}{2l+1}.$$
For $l=0$, $X=0$ and $P$ is the unit spin matrix. Each matrix $L_a$ is purely imaginary, because $\mathbf r\times\nabla$ maps real functions to real functions and $\mathbf L=-i\,\mathbf r\times\nabla$. Being also Hermitian, it is antisymmetric: $L_a^*=L_a^T=-L_a$. For p states $L_zx=-i(x\partial_y-y\partial_x)x=iy$ gives $\langle y|L_z|x\rangle=i$, and cyclic permutation gives $(L_a)_{bc}=-i\epsilon_{abc}$. In the order $x,y,z$ the blocks $2+L_z$ and $L_x-iL_y$ are
$$3P_{1,3/2}^{\uparrow\uparrow}=\begin{pmatrix}2&-i&0\\i&2&0\\0&0&2\end{pmatrix},\qquad3P_{1,3/2}^{\uparrow\downarrow}=\begin{pmatrix}0&0&1\\0&0&-i\\-1&i&0\end{pmatrix}.$$

The angular kernel has a form free of any basis. Since $\sum_mR_{lm}(\hat{\mathbf q})\langle R_{lm}|\mathbf L|R_{lm'}\rangle=(\mathbf LR_{lm'})(\hat{\mathbf q})$, the operator acts on the addition theorem $\sum_mR_{lm}(\hat{\mathbf q})R_{lm}(\hat{\mathbf q}')=\frac{2l+1}{4\pi}\mathcal P_l(c)$, with $\mathcal P_l$ the Legendre polynomial and $c=\hat{\mathbf q}\cdot\hat{\mathbf q}'$. The chain rule gives $-i\,\hat{\mathbf q}\times\nabla\mathcal P_l(c)=-i\mathcal P_l'(c)\,\hat{\mathbf q}\times\hat{\mathbf q}'$. The kernels are then $[(l+1)\mathcal P_l-i\mathcal P_l'\,\boldsymbol\sigma\cdot(\hat{\mathbf q}\times\hat{\mathbf q}')]/4\pi$ for $j=l+\frac12$ and $[l\mathcal P_l+i\mathcal P_l'\,\boldsymbol\sigma\cdot(\hat{\mathbf q}\times\hat{\mathbf q}')]/4\pi$ for $j=l-\frac12$.

The two radial functions stay distinct. With $K_\pm=E_\pm|\beta_\pm\rangle\langle\beta_\pm|$ for $j=l\pm\frac12$, collecting powers of $X$ in $K_+P_++K_-P_-$ gives
$$V_l=K_{\rm av}+K_{\rm so}\,\mathbf L\cdot\mathbf S,\qquad K_{\rm av}=\frac{(l+1)K_++lK_-}{2l+1},\qquad K_{\rm so}=\frac{2(K_+-K_-)}{2l+1}.$$
An operator $\alpha|u\rangle\langle u|+\gamma|v\rangle\langle v|$ with unit vectors of overlap $s$ maps $xu+yv$ to $\alpha(x+sy)u+\gamma(sx+y)v$, a $2\times2$ matrix with trace $\alpha+\gamma$ and determinant $\alpha\gamma(1-s^2)$. Both kernels therefore have rank two unless $|s|=1$, and in that limit one radial function serves the shell.

## Hermiticity and time reversal

$P=CC^\dagger$ is Hermitian, $P^{\sigma\sigma'}_{mm'}=(P^{\sigma'\sigma}_{m'm})^*$, and $V_{\rm NL}$ inherits this because $E_{lj}$ is real and the same $\beta$ stands in ket and bra.

Time reversal is $T=AK$, with $K$ complex conjugation and $A=-i\sigma_y$. It sends $(a,b)$ to $(-b^*,a^*)$, and a second application gives $(-a,-b)$, so $T^2=-1$. For $j=l+\frac12$,
$$T\Omega_{m_j}=\big(-q(-1)^{m_j+\frac12}Y_{l,-m_j-\frac12},\;p(-1)^{m_j-\frac12}Y_{l,-m_j+\frac12}\big)=(-1)^{m_j-\frac12}\,\Omega_{-m_j},$$
because $p$ and $q$ trade places under $m_j\to-m_j$. For $j=l-\frac12$ the components are $-p(-1)^{m_j+1/2}Y_{l,-m_j-1/2}$ and $-q(-1)^{m_j-1/2}Y_{l,-m_j+1/2}$, which is $(-1)^{m_j+1/2}$ times $\Omega_{-m_j}=(-pY,qY)$. Both cases are $T\Omega_{ljm_j}=(-1)^{l+j-m_j}\Omega_{lj,-m_j}$, since $l+j-m_j=2l\pm\frac12-m_j$. The phase appears twice in $|T\Omega\rangle\langle T\Omega|$ and the sum over $m_j$ is only reordered, so $TV_{\rm NL}T^{-1}=V_{\rm NL}$ for real $\beta$ and $E$.

In the real basis $K$ leaves the basis functions alone and conjugates matrix elements, so the condition is $AP^*A^\dagger=\sigma_yP^*\sigma_y=P$. For spin blocks $M_{ab}$, $AMA^\dagger$ has blocks $M_{22},-M_{21}$ in the first row and $-M_{12},M_{11}$ in the second. Hence
$$P^{\downarrow\downarrow}=(P^{\uparrow\uparrow})^*,\qquad P^{\downarrow\uparrow}=-(P^{\uparrow\downarrow})^*,$$
with elementwise conjugation. The closed form obeys this term by term, since $L_a^*=-L_a$ and $\sigma_y\sigma_a^*\sigma_y=-\sigma_a$.

## Plane waves and the reach of Kramers' theorem

Let $\mathbf q=\mathbf k+\mathbf G$, with plane waves normalized in the cell volume $\mathcal V$. For an atom at $\boldsymbol\tau$, shifting the origin gives $e^{-i\mathbf q\cdot\boldsymbol\tau}$, and $e^{-i\mathbf q\cdot\mathbf r}=4\pi\sum_{lm}(-i)^lj_l(qr)R_{lm}(\hat{\mathbf q})R_{lm}(\hat{\mathbf r})$ does the angular integral. The measure $r^2dr$ times $\beta/r$ leaves
$$B_{\mathbf q,m}=\frac{4\pi}{\sqrt{\mathcal V}}(-i)^le^{-i\mathbf q\cdot\boldsymbol\tau}F_{lj}(q)R_{lm}(\hat{\mathbf q}),\qquad F_{lj}(q)=\int_0^\infty r\,\beta_{lj}(r)\,j_l(qr)\,dr,$$
and $V^{\sigma\sigma'}_{\mathbf q\mathbf q'}=\sum E_{lj}\,(BP^{\sigma\sigma'}B^\dagger)_{\mathbf q\mathbf q'}$, summed over atoms and channels. The parity $R_{lm}(-\hat{\mathbf q})=(-1)^lR_{lm}(\hat{\mathbf q})$ turns $(-i)^l$ into $i^l$, so $B_{-\mathbf q}=B_{\mathbf q}^*$. Then
$$\sigma_yV^*_{\mathbf q\mathbf q'}\sigma_y=\sum E\,B^*_{\mathbf q}\,(\sigma_yP^*\sigma_y)\,B_{\mathbf q'}^{T}=V_{-\mathbf q,-\mathbf q'}.$$
The kinetic term $q^2/2$ is even and a real local potential has $V(-\mathbf G)=V(\mathbf G)^*$, so $\sigma_yH(\mathbf k)^*\sigma_y=H(-\mathbf k)$ with rows and columns matched by $\mathbf q\to-\mathbf q$.

If $\psi$ is an eigenstate at $\mathbf k$, then $T\psi$ is one at $-\mathbf k$ with the same energy, so $E_n(\mathbf k)=E_n(-\mathbf k)$. Because $T\boldsymbol\sigma T^{-1}=-\boldsymbol\sigma$, a nondegenerate level has opposite $\langle\boldsymbol\sigma\rangle$ at the two points. Antiunitarity, $\langle T\varphi|T\psi\rangle=\langle\psi|\varphi\rangle$, with $\varphi=T\psi$ gives $-\langle\psi|T\psi\rangle=\langle\psi|T\psi\rangle=0$, so the partner is an independent state. It belongs to the same Bloch Hamiltonian when $-\mathbf k=\mathbf k-\mathbf G$. This selects the eight points whose coordinates in the reciprocal basis are 0 or $\frac12$, and there every level has even multiplicity whatever the point symmetry. At other $\mathbf k$ time reversal alone pairs nothing. If the crystal has an inversion $I$ that maps each atom to a like atom, $I$ commutes with $V_{\rm NL}$, because the factor $(-1)^l$ appears in ket and bra. Then $IT$ is antiunitary, keeps $\mathbf k$, and squares to $-1$ since $I^2=1$ and $IT=TI$, so the same argument pairs the levels at every $\mathbf k$. A term $b\sigma_z$ is odd under $T$. Within a pair $\langle T\psi|\sigma_z|T\psi\rangle=-\langle\psi|\sigma_z|\psi\rangle$, so its matrix is traceless, and the first-order splitting lies between 0 and $2b$. It reaches $2b$ when the pair can be chosen as eigenstates of $\sigma_z$. Pure spin along another axis is not enough: the p state $(y+iz)/\sqrt2$ with spin along $+x$ has the partner $(y-iz)/\sqrt2$ with spin along $-x$, the two orbitals are orthogonal, and $\sigma_z$ does not split the pair to first order.

## Two faults that keep Hermiticity and time reversal

Transposing $m,m'$ but not $\sigma,\sigma'$ sends $L_a\to L_a^T=-L_a$, so $X\to-X$ and $V_l\to K_{\rm av}-K_{\rm so}\mathbf L\cdot\mathbf S$. The faulty $\tilde P_+=(l+1-X)/(2l+1)$ is Hermitian, even under $T$ and commutes with $\mathbf J$, because $X$ has these properties. The eigenvalues of $X$ imply $X^2=l(l+1)-X$. In $(2l+1)^2(\tilde P_+^2-\tilde P_+)$ the constants $(l+1)^2+l(l+1)-(l+1)(2l+1)$ cancel, and the coefficient of $X$ is $-2(l+1)-1+(2l+1)=-2$, so
$$\tilde P_+^2-\tilde P_+=-\frac{2X}{(2l+1)^2}.$$
For p states the largest element of $X$ has modulus 1, and the largest defect is $2/9=0.2222$.

Using $U$ in place of $U^*$ gives $C^*$, since the $a_\sigma$ are real, and hence $P^*=\sigma_yP\sigma_y$. This is a spin rotation of the correct matrix, so it is Hermitian, idempotent and even under $T$. The other terms of a nonmagnetic Hamiltonian are proportional to the unit spin matrix, so $H\to\sigma_yH\sigma_y$: the spectrum is unchanged, while $\langle\sigma_x\rangle$ and $\langle\sigma_z\rangle$ change sign. The rotated $X$ is $-X+2L_y\sigma_y$, and $[L_y\sigma_y,J_z]=iL_x\sigma_y+iL_y\sigma_x$, so
$$[P_+^*,J_z]=\frac{2i\,(L_x\sigma_y+L_y\sigma_x)}{2l+1}.$$
For p states $L_x$ and $L_y$ fill different positions with modulus 1, and the largest element is $2/3=0.6667$. Each fault passes the condition that exposes the other, so $P^2=P$ and $[P,\mathbf J]=0$ are both needed, with $\mathbf L$ obtained without $U$. They are not sufficient: $P_{l,l-\frac12}$ put in the place of $P_{l,l+\frac12}$ passes both, and the trace, which must be $2j+1$, exposes it.

## Pseudocode

```
for each l:
    U[m,mu]; L_a[m,m'] from -i r x grad on Cartesian R_lm
    for j in (l-1/2, l+1/2), j > 0:
        C[(s,m),mj] = conj(U[m,mj-s]) * a_s(l,j,mj)
        P = C C^+
        require P = P^+, sy conj(P) sy = P, P P = P, [P,J_a] = 0, tr P = 2j+1
for each species, (l,j):
    solve for phi, eps;  chi = dV*phi
    E = <chi|chi>/<phi|chi>;  beta = chi/|chi|
    require lowest level of H_loc + E|beta><beta| = eps
for each k:
    q = all k+G with q^2/2 < cutoff
    B[q,m] for each atom, l, j
    apply to psi_s(q):
        c[s,m] = sum_q conj(B[q,m]) psi_s(q)
        d      = E * P c
        out_s(q) += sum_m B[q,m] d[s,m]
diagnose: H = H^+;  sy conj(H(k)) sy = H(-k) under q -> -q;
          even multiplicity where 2k = G
```

## Cost

For $N$ plane waves and one shell with $l>0$, the spinor form stores $2(2l+1)$ columns of length $2N$. The block form stores $2(2l+1)$ columns of length $N$, two radial functions times $2l+1$ harmonics, and applies each to both spin components. Both need $4(2l+1)N$ complex multiplications per band for the overlaps and as many for the expansion, if the vanishing components of the two states $|m_j|=l+\frac12$ are not exploited. The block form halves the storage and adds $2[2(2l+1)]^2$ multiplications for $Pc$, independent of $N$. The matrices $P$ depend on $(l,j)$ alone and are built once.

## Stability

The identity $E\langle\phi|\beta\rangle^2=\langle\phi|\delta V|\phi\rangle$ follows from the definitions, and $E=\|\chi\|/\langle\phi|\beta\rangle$ diverges as the overlap goes to zero at fixed $\|\chi\|$. An overlap of exactly zero requires a $\delta V$ that changes sign, but a $\delta V$ of one sign that is much narrower than $\phi$ also makes the overlap small. For ghost states, let $e_0<e_1<\dots$ be the levels of the local radial Hamiltonian in channel $l$ and $b_n\ne0$ the components of $\beta$ on them. Solving $(e_n-\lambda)c_n=-Eb_n\sum_kb_kc_k$ for $c_n$, multiplying by $b_n$ and summing gives
$$\sum_n\frac{b_n^2}{e_n-\lambda}=-\frac1E .$$
The left side rises from $0^+$ to $+\infty$ below $e_0$ and from $-\infty$ to $+\infty$ between neighbouring poles. For $E<0$ there is one root below $e_0$, so the reference is the lowest level if and only if $\varepsilon<e_0$, which a nodeless reference with $\delta V\le0$ satisfies by the variational principle. For $E>0$ the lowest root lies between $e_0$ and $e_1$, and a ghost lies below the reference if $\varepsilon>e_1$. The condition applies to each $j$ separately.

The basis must be closed under $\mathbf q\to-\mathbf q$ at the invariant points. A sphere in $|\mathbf k+\mathbf G|$ is closed at any cutoff, so the pairing does not wait for convergence, whereas a sphere in $|\mathbf G|$ is not closed at a zone-boundary point. At $\mathbf q=0$ the direction is undefined, but $F_{lj}(0)=0$ for $l>0$ and any finite value of $R_{lm}$ serves.

## Worked example: the atom

The parameters are round model values, with no material implied and no self-consistency. The local well is $-V_0e^{-r^2/a_0^2}$ with $a_0=1.5$ Å and $V_0=30$ eV (atom A) or 40 eV (atom B). The s correction is $+5$ eV and the average p correction $-10$ eV, both Gaussians of width 1.0 Å. The spin-orbit term is a Gaussian of height 2 eV and width 0.8 Å, multiplied by $\langle\mathbf L\cdot\mathbf S\rangle=+\frac12$ for $p_{3/2}$ and $-1$ for $p_{1/2}$. The radial problems were diagonalized in 45 functions $rj_l(k_nr)$ vanishing at 12 Å, with 400-point Gauss-Legendre quadrature.

| channel | $\varepsilon$ (eV) | $E$ (eV) | $\langle\phi\vert\beta\rangle$ |
|---|---|---|---|
| A $s_{1/2}$ | −9.938 | 2.862 | 0.823 |
| A $p_{1/2}$ | −5.110 | −5.031 | −0.731 |
| A $p_{3/2}$ | −4.692 | −3.916 | −0.738 |
| B $s_{1/2}$ | −16.300 | 3.027 | 0.865 |
| B $p_{1/2}$ | −10.116 | −5.402 | −0.789 |
| B $p_{3/2}$ | −9.565 | −4.215 | −0.800 |

The p corrections are negative everywhere, since the narrower Gaussian has the smaller height, so their overlaps and $E$ are negative and no ghost lies below the reference. In the s channels the lowest level of the separable radial Hamiltonian is the reference. Diagonalizing the p shell of atom A in the basis of spin, real harmonic and Bessel function gives $-5.1101$ eV twice and $-4.6915$ eV four times, a splitting of 0.4186 eV (0.01538 hartree). With the transposed blocks the $j=\frac32$ states see $(K_++2K_-)/3$ and the $j=\frac12$ states $(4K_+-K_-)/3$. For nearly equal $\beta_\pm$ the effective strengths are $(-3.916-10.062)/3=-4.659$ eV and $(-15.664+5.031)/3=-3.544$ eV, so the quartet is now the more strongly bound. The computed levels are $-4.9672$ eV four times and $-4.5587$ eV twice.

The overlap of the two p projectors is $s=0.99811$. For $K_{\rm so}$, $\alpha=\frac23(-3.9160)=-2.6107$ eV and $\gamma=\frac23(5.0308)=3.3539$ eV, so the trace is 0.743 eV and the determinant is $-8.756\times(1-0.99811^2)=-0.0331$ eV². Its eigenvalues, 0.7852 and $-0.0421$ eV, have this sum and product. Replacing both projectors by the normalized $(\beta_-+2\beta_+)/3$, with the $E_{lj}$ kept, shifts $p_{1/2}$ by $-0.140$ eV and $p_{3/2}$ by $+0.052$ eV. The splitting becomes $0.419+0.140+0.052=0.61$ eV, 46% above the reference splitting. An overlap so near 1 still means an angle $\sqrt{2(1-s)}=0.061$ rad, of which $\beta_-$ turns through two thirds, 0.041 rad. To first order the shift is $E\,\delta(\cos^2\theta)$ with $\cos\theta=\langle\phi|\beta\rangle$, bounded by $2|E\cos\theta\sin\theta|\,\delta\theta=2\times5.03\times0.731\times0.683\times0.041=0.21$ eV. The shift found is about two thirds of this bound.

## Worked example: the crystal

The cell is face-centred cubic with $a=5.5$ Å. Atom A is at the origin and a second atom at $(\frac14,\frac14,\frac14)a$, of type A (diamond) or B (zincblende); a distorted cell has B at $(0.27,0.22,0.31)a$. Each local well contributes $-V_0\pi^{3/2}a_0^3e^{-G^2a_0^2/4}e^{-i\mathbf G\cdot\boldsymbol\tau}/\mathcal V$. The Hamiltonian was built densely at a cutoff of 150 eV, 169 plane waves at the general point, and diagonalized in full. There the Hermiticity and time-reversal diagnostics, as largest matrix elements, are below $10^{-15}$ eV.

At $\Gamma$ zincblende has twofold levels at $-32.88$ and $-24.34$ eV, a fourfold level at $-23.69$ eV, and twofold levels at $-21.22$ and $-20.11$ eV. They lie far below the atomic references because the wells overlap: with $\mathcal V=5.5^3/4=41.6$ Å³ the mean local potential is $-70\times5.568\times3.375/41.6=-31.6$ eV. The crystal therefore illustrates the symmetry of the operator and says nothing about its transferability.

In the distorted cell the largest pair splitting over all levels at the eight invariant points is $7\times10^{-13}$ eV, with no point symmetry to assist. At the general point zincblende lacks both conditions for pairing. Levels 3 and 4 lie at $-26.4885$ and $-26.4821$ eV, the largest of the four splittings, 6.4 meV (0.00023 hartree). Raising the cutoff to 250 eV (366 waves) changes the third splitting from 5.36 to 5.41 meV, about 1% of its value, and the others by less; levels 3 and 4 themselves drop by about 0.5 meV, and the spin components quoted next move by about 0.001. Level 3 has $\langle\boldsymbol\sigma\rangle=(0.631,-0.733,0.205)$ at $+\mathbf k$ and the opposite vector at $-\mathbf k$. With $U$ for $U^*$ it has $(-0.631,-0.733,-0.205)$ at $+\mathbf k$. A term $b\sigma_z$ with $b=0.05$ eV splits the lowest pair of the distorted cell at $\Gamma$ by 0.100 eV, the value $2b$ expected when the pair is close to eigenstates of $\sigma_z$.

The transposition fault moves the eight lowest levels of the distorted cell at $\Gamma$ by at most 0.011 eV, against $-4.5587+5.1101=0.55$ eV for the atomic doublet. Without the $K_{\rm so}$ term the Hamiltonian at $\Gamma$ is real, so an orbitally nondegenerate state can be chosen real, and the imaginary Hermitian operator $K_{\rm so}L_a$ has zero expectation in it. The first-order shift vanishes, the second-order shift is even in $K_{\rm so}$, and the sign first enters at third order. This holds when the orbital spacings exceed the spin-orbit elements. Here, with $K_{\rm so}$ scaled by $\lambda=\frac14,\frac12,1$, reversing its sign moves levels 5 and 6 by 0.0122, 0.0119 and 0.0111 eV times $\lambda^3$, close to a pure cube. In that regime the level energies of a low-symmetry cell at $\Gamma$ are a weak probe of the sign of the coupling, while the order of the multiplicities in the free atom shows it directly.
